# Shifted Sternheimer equations and the polarizability of NO: a program that tests the result

```python
# Result under test: for occupied orbitals psi_i (energies e_i, projector P) of a
# symmetric operator F, the Sternheimer equations
#     (F - e_i + shift*P) x_i = -(1-P) h psi_i
# are positive definite when shift > e_homo - e_lowest and the gap is open; conjugate
# gradients then give the first-order orbitals x_i, whatever the shift, and
# alpha = -Tr(dD z), dD = sum_i (psi_i x_i^T + x_i psi_i^T), is the polarizability.
# h: field operator plus induced Fock operator. Atomic units inside.
# Example: NO molecule, UHF, unpaired electron in the real pi* orbital along x.
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, mp

BOHR = const.physical_constants['Bohr radius'][0]
HARTREE_J = const.physical_constants['Hartree energy'][0]
HARTREE_EV = HARTREE_J / const.e
FIELD_MV_CM = const.physical_constants['atomic unit of electric field'][0] * 1e-8
DEBYE = const.physical_constants['atomic unit of electric dipole mom.'][0] \
    * const.c * 1e21
ANG3 = (BOHR * 1e10) ** 3


def run_uhf(s, field, guess):
    """UHF in a uniform field; electrons feel +field.r"""
    mf = scf.UHF(s['mol'])
    mf._eri = s['eri']
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 150
    h_total = s['hcore'] + np.einsum('k,kij->ij', np.array(field), s['r'])
    mf.get_hcore = lambda *args: h_total
    mf.kernel(guess)
    assert mf.converged
    return mf


def build(basis, bond):
    """Ground state of NO and all matrices in a symmetrically orthonormalised basis."""
    atoms = f'N 0 0 0; O 0 0 {bond}'
    mol = gto.M(atom=atoms, basis=basis, spin=1, verbose=0)
    cation = gto.M(atom=atoms, basis=basis, charge=1, spin=0, verbose=0)
    s = {'mol': mol, 'eri': mol.intor('int2e', aosym='s8'),
         'hcore': scf.hf.get_hcore(mol), 'r': mol.intor('int1e_r')}
    # starting density: closed-shell cation plus one electron in pi* along x
    rhf = scf.RHF(cation)
    rhf._eri = s['eri']
    rhf.chkfile = None
    rhf.kernel()
    assert abs(rhf.mo_energy[7] - rhf.mo_energy[8]) < 1e-4   # pi* pair
    n = mol.nao
    rr = mol.intor('int1e_rr').reshape(3, 3, n, n)
    pair = rhf.mo_coeff[:, 7:9]
    rot = np.linalg.eigh(pair.T @ (rr[0, 0] - rr[1, 1]) @ pair)[1]
    pi_x = pair @ rot[:, 1]
    closed = rhf.mo_coeff[:, :7] @ rhf.mo_coeff[:, :7].T
    mf = run_uhf(s, (0, 0, 0), np.array([closed + np.outer(pi_x, pi_x), closed]))
    w, v = np.linalg.eigh(mol.intor('int1e_ovlp'))
    s['half'] = (v * np.sqrt(w)) @ v.T
    s['inv_half'] = t = (v / np.sqrt(w)) @ v.T
    s['mf'], s['dm'] = mf, mf.make_rdm1()
    s['fock'] = [t @ f @ t for f in mf.get_fock()]
    s['r_orth'] = np.array([t @ a @ t for a in s['r']])
    s['kinetic'] = t @ mol.intor('int1e_kin') @ t
    s['levels'], s['orbitals'] = zip(*[np.linalg.eigh(f) for f in s['fock']])
    s['nocc'] = mol.nelec
    s['nuclear_z'] = float(mol.atom_charges() @ mol.atom_coords()[:, 2])
    return s


def sternheimer_cg(fock, occ, energies, shift, rhs, start=None, precond=None,
                   tol=1e-9, max_steps=2000):
    """Independent conjugate gradients, one column per orbital, advanced together.
    Stops at once if a search direction has curvature <= 0."""
    def apply(x):
        return fock @ x - x * energies + shift * (occ @ (occ.T @ x))
    x = np.zeros_like(rhs) if start is None else start.copy()
    r = rhs - apply(x)
    z = r if precond is None else precond @ r
    p, rz = z.copy(), np.sum(r * z, axis=0)
    steps, lowest = np.zeros(rhs.shape[1], int), np.inf
    for _ in range(max_steps):
        active = np.linalg.norm(r, axis=0) > tol
        if not active.any():
            break
        ap = apply(p)
        pap = np.sum(p * ap, axis=0)
        lowest = min(lowest, np.min(pap[active] / np.sum(p * p, axis=0)[active]))
        steps += active
        if lowest <= 0:
            break
        length = np.divide(rz, pap, out=np.zeros_like(rz), where=active)
        x += length * p
        r = r - length * ap
        z = r if precond is None else precond @ r
        rz_new = np.sum(r * z, axis=0)
        p = z + np.divide(rz_new, rz, out=np.zeros_like(rz), where=active) * p
        rz = rz_new
    return x, steps, lowest


def safe_shift(energies):
    return energies[-1] - energies[0] + 1.0


def projected_rhs(h, occ):
    b = h @ occ
    return -(b - occ @ (occ.T @ b))


def density_response(s, h):
    """First-order density matrices of both spins for given total perturbations h."""
    out = []
    for spin in (0, 1):
        occ = s['orbitals'][spin][:, :s['nocc'][spin]]
        e = s['levels'][spin][:s['nocc'][spin]]
        x, _, lowest = sternheimer_cg(s['fock'][spin], occ, e, safe_shift(e),
                                      projected_rhs(h[spin], occ))
        assert lowest > 0
        out.append(occ @ x.T + x @ occ.T)
    return np.array(out)


def coupled_response(s, axis):
    """Self-consistent response; Anderson mixing of the total perturbation."""
    t = s['inv_half']
    bare = np.array([s['r_orth'][axis]] * 2)
    h, hs, rs = bare.copy(), [], []
    for cycle in range(1, 41):
        dens = density_response(s, h)
        if cycle == 1:
            uncoupled = -np.sum(dens * bare)
        dens_ao = np.array([t @ d @ t for d in dens])
        vj, vk = scf.hf.dot_eri_dm(s['eri'], dens_ao, hermi=1)
        induced = np.array([t @ (vj[0] + vj[1] - k) @ t for k in vk])
        hs.append(h.ravel())
        rs.append((bare + induced - h).ravel())
        if np.linalg.norm(rs[-1]) < 1e-6:
            break
        new = hs[-1] + rs[-1]
        if len(hs) > 1:
            dr = np.array([a - rs[-1] for a in rs[:-1]]).T
            dh = np.array([a - hs[-1] for a in hs[:-1]]).T
            new = new + (dh + dr) @ np.linalg.lstsq(dr, -rs[-1], rcond=None)[0]
        h = new.reshape(bare.shape)
    assert np.linalg.norm(rs[-1]) < 1e-6
    return -np.sum(dens * bare), uncoupled, dens, cycle


def mean_alpha(s):
    return np.mean([coupled_response(s, k)[0] for k in range(3)])


# ---------- main system and the linear solver for the 8 spin-up orbitals ----------
BOND = 1.15
tz = build('aug-cc-pvtz', BOND)
F, U, lev, nocc = tz['fock'][0], tz['orbitals'][0], tz['levels'][0], tz['nocc'][0]
occ, e_occ, virt, e_virt = U[:, :nocc], lev[:nocc], U[:, nocc:], lev[nocc:]
z_op = tz['r_orth'][2]
rhs = projected_rhs(z_op, occ)
shift = safe_shift(e_occ)
homo = e_occ[-1]
identity = np.eye(len(F))
P = occ @ occ.T

# spectrum: unshifted indefinite, half shift still indefinite, full shift definite
A = F - homo * identity + shift * P
spectrum = np.linalg.eigvalsh(A)
predicted = np.sort(np.concatenate([e_occ - homo + shift, e_virt - homo]))
assert np.allclose(spectrum, predicted, atol=1e-8) and spectrum[0] > 0
low_plain = np.linalg.eigvalsh(F - homo * identity)[0]
low_half = np.linalg.eigvalsh(F - homo * identity
                              + 0.5 * (homo - e_occ[0]) * P)[0]
assert low_plain < 0 and low_half < 0

# solution against the explicit sum over empty orbitals, for two shifts
reference = -virt @ ((virt.T @ z_op @ occ) / (e_virt[:, None] - e_occ[None, :]))
x, steps, low_curv = sternheimer_cg(F, occ, e_occ, shift, rhs)
x_double = sternheimer_cg(F, occ, e_occ, 2 * shift, rhs)[0]
err_sum = np.abs(x - reference).max()
assert low_curv > 0 and err_sum < 1e-7
assert np.abs(x_double - x).max() < 1e-7
assert np.abs(occ.T @ x).max() < 1e-8

# clean start: the first iterates do not feel the shift
few_a = sternheimer_cg(F, occ, e_occ, shift, rhs, max_steps=4)[0]
few_b, _, few_curv = sternheimer_cg(F, occ, e_occ, 0.0, rhs, max_steps=4)
assert few_curv > 0 and np.abs(few_a - few_b).max() < 1e-6
_, steps_clean, curv_clean = sternheimer_cg(F, occ, e_occ, 0.0, rhs)

# start vector with a small core component: unshifted breaks, shifted recovers
dirty = 1e-6 * np.repeat(occ[:, :1], nocc, axis=1)
_, steps_dirty, curv_dirty = sternheimer_cg(F, occ, e_occ, 0.0, rhs, start=dirty)
x_dirty = sternheimer_cg(F, occ, e_occ, shift, rhs, start=dirty)[0]
assert curv_dirty < 0 and np.abs(x_dirty - reference).max() < 1e-7

# kinetic-energy preconditioner, which does not commute with P
pre = np.linalg.inv(tz['kinetic'] + identity)
pre = 0.5 * (pre + pre.T)
_, steps_bad, curv_bad = sternheimer_cg(F, occ, e_occ, 0.0, rhs, precond=pre)
x_pre, steps_pre, curv_pre = sternheimer_cg(F, occ, e_occ, shift, rhs, precond=pre)
assert curv_bad < 0 < curv_pre and np.abs(x_pre - reference).max() < 1e-7

# error bounds for the highest occupied orbital after a fixed number of steps
M_STEPS = 12
x_m = sternheimer_cg(F, occ, e_occ[-1:], shift, rhs[:, -1:], max_steps=M_STEPS)[0][:, 0]
error, exact = x_m - reference[:, -1], reference[:, -1]
kappa_q = (e_virt[-1] - homo) / (e_virt[0] - homo)
rate = (np.sqrt(kappa_q) - 1) / (np.sqrt(kappa_q) + 1)
ratio = np.sqrt((error @ A @ error) / (exact @ A @ exact))
bound = 2 * rate ** M_STEPS
residual = np.linalg.norm(rhs[:, -1] - A @ x_m)
res_bound = residual / (e_virt[0] - homo)
assert ratio <= bound and np.linalg.norm(error) <= res_bound * (1 + 1e-6)

# ---------- self-consistent polarizability ----------
results = [coupled_response(tz, k) for k in range(3)]
alpha = np.array([a[0] for a in results])
alpha0 = np.array([a[1] for a in results])
sum_states = 0.0
for spin in (0, 1):
    n_s, u_s, l_s = tz['nocc'][spin], tz['orbitals'][spin], tz['levels'][spin]
    elements = u_s[:, n_s:].T @ z_op @ u_s[:, :n_s]
    sum_states += 2 * np.sum(elements ** 2 / (l_s[n_s:, None] - l_s[None, :n_s]))
assert abs(sum_states - alpha0[2]) < 1e-6

# finite-field SCF: density matrix and dipole
TEST_FIELD = 0.001
d_plus, d_minus = [run_uhf(tz, (0, 0, f), tz['dm']).make_rdm1()
                   for f in (TEST_FIELD, -TEST_FIELD)]
d_diff = (d_plus - d_minus) / (2 * TEST_FIELD)
alpha_ff = -np.sum(d_diff * tz['r'][2])
d_orth = np.array([tz['half'] @ d @ tz['half'] for d in d_diff])
density_error = np.linalg.norm(d_orth - results[2][2]) / np.linalg.norm(d_orth)
assert abs(alpha_ff - alpha[2]) < 5e-3 and density_error < 2e-3

# ---------- convergence and neglected effects ----------
dz = build('aug-cc-pvdz', BOND)
mean_dz = mean_alpha(dz)
extended = {}
for atom in ('N', 'O'):
    shells = gto.basis.load('aug-cc-pvdz', atom)
    extra = []
    for l in (0, 1, 2):
        smallest = min(row[0] for sh in shells if sh[0] == l for row in sh[1:])
        extra.append([l, [smallest / 3, 1.0]])
    extended[atom] = shells + extra
mean_diffuse = mean_alpha(build(extended, BOND))
BOND_STEP = 0.02
mean_long = mean_alpha(build('aug-cc-pvdz', BOND + BOND_STEP))

ENERGY_FIELD = 0.003


def energies(field):
    mf = run_uhf(dz, field, dz['dm'])
    pt = mp.UMP2(mf, frozen=2)
    pt.kernel(with_t2=False)
    return np.array([mf.e_tot, mf.e_tot + float(pt.e_corr)])


f = ENERGY_FIELD
e0, ex, ey = energies((0, 0, 0)), energies((f, 0, 0)), energies((0, f, 0))
ezp, ezm = energies((0, 0, f)), energies((0, 0, -f))
# reflection symmetry: energy is even in the x and y fields
mean_energy = -(2 * ex + 2 * ey + ezp + ezm - 6 * e0) / (3 * f ** 2)
dipole = dz['nuclear_z'] - (ezp - ezm) / (2 * f)
assert abs(mean_energy[0] - mean_dz) < 0.02
dipole_direct = dz['nuclear_z'] - np.sum(dz['dm'] * dz['r'][2])
assert abs(dipole_direct - dipole[0]) < 2e-3

TEMPERATURE, PRESSURE = 300.0, 760.0
kT = const.k * TEMPERATURE / HARTREE_J
orientation = dipole ** 2 / (3 * kT)
density = PRESSURE * const.torr / (const.k * TEMPERATURE)
mean = alpha.mean()
k_minus_1 = 4 * np.pi * density * mean * BOHR ** 3
k_orient = 4 * np.pi * density * orientation * BOHR ** 3

# ---------- output ----------
print(f'bond length = {BOND:.2f} angstrom')
print(f'basis functions, aug-cc-pVTZ = {len(F)}')
print(f'occupied orbitals, up / down = {tz["nocc"][0]} / {tz["nocc"][1]}')
print(f'UHF <S^2> = {tz["mf"].spin_square()[0]:.4f} (pure doublet 0.75)')
print('spin-up orbital: energy (hartree), CG steps plain, preconditioned')
for i in range(nocc):
    print(f'  {i + 1}: {e_occ[i]:.4f}, {steps[i]}, {steps_pre[i]}')
print(f'lowest empty spin-up level = {e_virt[0]:.4f} hartree')
print(f'highest empty spin-up level = {e_virt[-1]:.3f} hartree')
print(f'gap = {e_virt[0] - homo:.4f} hartree = {(e_virt[0] - homo) * HARTREE_EV:.2f} eV')
print(f'shift = {shift:.4f} hartree')
print('lowest eigenvalue of the matrix for orbital 8 (hartree):')
print(f'  no shift {low_plain:.4f}, half of e8-e1 {low_half:.4f}, full {spectrum[0]:.4f}')
print(f'condition number, whole space = {spectrum[-1] / spectrum[0]:.2f}')
print(f'condition number, empty space = {kappa_q:.2f}')
print(f'largest CG minus sum-over-states element = {err_sum:.1e} a.u.')
print('no shift: lowest curvature met (hartree), steps run')
print(f'  clean start: {curv_clean:.4f}, {steps_clean.max()}')
print(f'  core part 1e-6 in start: {curv_dirty:.4f}, {steps_dirty.max()}')
print(f'  preconditioned: {curv_bad:.4f}, {steps_bad.max()}')
print(f'orbital 8 after {M_STEPS} steps: energy-norm error ratio = {ratio:.2e}')
print(f'  bound on that ratio = {bound:.2e}')
print(f'  error norm = {np.linalg.norm(error):.2e}, residual bound = {res_bound:.2e} a.u.')
print('polarizability xx, yy, zz, mean (bohr^3):')
print('  uncoupled: ' + ', '.join(f'{a:.3f}' for a in [*alpha0, alpha0.mean()]))
print('  self-consistent: ' + ', '.join(f'{a:.3f}' for a in [*alpha, mean]))
print('outer cycles x, y, z = ' + ', '.join(str(a[3]) for a in results))
print(f'finite-field zz = {alpha_ff:.4f}, Sternheimer zz = {alpha[2]:.4f} bohr^3')
print(f'test field = {TEST_FIELD * FIELD_MV_CM:.2f} MV/cm')
print(f'relative density-response difference = {density_error:.1e}')
print(f'mean polarizability = {mean * ANG3:.4f} angstrom^3')
print('shifts of the mean (angstrom^3):')
print(f'  aug-cc-pVDZ to aug-cc-pVTZ: {(mean - mean_dz) * ANG3:+.4f}')
print(f'  extra diffuse shell on aug-cc-pVDZ: {(mean_diffuse - mean_dz) * ANG3:+.4f}')
print(f'  bond longer by {BOND_STEP} angstrom: {(mean_long - mean_dz) * ANG3:+.4f}')
print(f'  UMP2 minus UHF, aug-cc-pVDZ: {(mean_energy[1] - mean_energy[0]) * ANG3:+.4f}')
print(f'dipole size, UHF / UMP2 = {abs(dipole[0]) * DEBYE / 1e-0:.3f} / '
      f'{abs(dipole[1]) * DEBYE / 1e-0:.3f} debye')
print(f'orientation term, UHF / UMP2 dipole = {orientation[0] * ANG3:.3f} / '
      f'{orientation[1] * ANG3:.3f} angstrom^3')
print(f'gas at {TEMPERATURE:.0f} K, {PRESSURE:.0f} Torr: {density * 1e-6:.3e} per cm^3')
print(f'k - 1, electronic = {k_minus_1:.3e}')
print(f'k - 1, orientation, UHF / UMP2 dipole = {k_orient[0]:.2e} / {k_orient[1]:.2e}')
print(f'relative local-field correction = {k_minus_1 / 3:.1e}')
print('no test failed')
```

Output:

```
bond length = 1.15 angstrom
basis functions, aug-cc-pVTZ = 92
occupied orbitals, up / down = 8 / 7
UHF <S^2> = 0.7946 (pure doublet 0.75)
spin-up orbital: energy (hartree), CG steps plain, preconditioned
  1: -20.7027, 9, 32
  2: -15.7367, 10, 32
  3: -1.6158, 24, 26
  4: -0.9713, 29, 24
  5: -0.7911, 25, 16
  6: -0.7010, 33, 25
  7: -0.6478, 27, 17
  8: -0.4278, 27, 20
lowest empty spin-up level = 0.0720 hartree
highest empty spin-up level = 15.621 hartree
gap = 0.4998 hartree = 13.60 eV
shift = 21.2749 hartree
lowest eigenvalue of the matrix for orbital 8 (hartree):
  no shift -20.2749, half of e8-e1 -10.1374, full 0.4998
condition number, whole space = 42.56
condition number, empty space = 32.11
largest CG minus sum-over-states element = 1.8e-10 a.u.
no shift: lowest curvature met (hartree), steps run
  clean start: -5.2488, 14
  core part 1e-6 in start: -7.3522, 5
  preconditioned: -3.5658, 2
orbital 8 after 12 steps: energy-norm error ratio = 4.96e-04
  bound on that ratio = 2.77e-02
  error norm = 4.49e-04, residual bound = 1.02e-03 a.u.
polarizability xx, yy, zz, mean (bohr^3):
  uncoupled: 7.604, 8.188, 13.845, 9.879
  self-consistent: 9.059, 8.720, 15.003, 10.927
outer cycles x, y, z = 12, 14, 17
finite-field zz = 15.0031, Sternheimer zz = 15.0029 bohr^3
test field = 5.14 MV/cm
relative density-response difference = 9.9e-05
mean polarizability = 1.6193 angstrom^3
shifts of the mean (angstrom^3):
  aug-cc-pVDZ to aug-cc-pVTZ: +0.0553
  extra diffuse shell on aug-cc-pVDZ: +0.0645
  bond longer by 0.02 angstrom: +0.0638
  UMP2 minus UHF, aug-cc-pVDZ: -0.3517
dipole size, UHF / UMP2 = 0.248 / 0.054 debye
orientation term, UHF / UMP2 dipole = 0.495 / 0.023 angstrom^3
gas at 300 K, 760 Torr: 2.446e+19 per cm^3
k - 1, electronic = 4.978e-04
k - 1, orientation, UHF / UMP2 dipole = 1.52e-04 / 7.13e-06
relative local-field correction = 1.7e-04
no test failed
```
